# Specific contact resistivity from the thermionic current at zero bias

A metal contact 10 µm square, on an n-type semiconductor with a barrier of 0.40 eV, has a resistance of about 25 kΩ at 300 K if electrons must pass over the barrier. Lower the barrier by 0.10 eV and the resistance falls to about 520 Ω. The area, the temperature and the semiconductor are the same, yet a quarter of the barrier height is worth a factor of 48. The explanation lies in the current that flows when a very small voltage is applied.

Let $J$ be the current per unit area and $V$ the voltage across the contact. The specific contact resistivity is defined at zero bias:

$$\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}.$$

For small voltages $J\approx V/\rho_c$. If the current is spread uniformly over an area $S$, the total current is $SV/\rho_c$ and the resistance is $\rho_c/S$. This is the resistance of the interface alone; that of the semiconductor beneath it comes in series. Thus $\rho_c$ has the unit ohm times area, unlike the resistivity of a bulk material, which is ohm times length.

To find $J$, take the elementary charge $q$ as positive, so that an electron carries $-q$. Let $V>0$ denote forward bias, with the metal at the higher potential. The Fermi level of the semiconductor then lies an energy $qV$ above that of the metal. Electrons flow from semiconductor to metal, and the conventional current, counted positive, flows the other way. The barrier $\phi$ is an energy, measured from the metal Fermi level to the highest point of the conduction band edge near the interface. For the present it does not depend on $V$.

The semiconductor has one isotropic conduction band of effective mass $m$. Far from the metal its band edge lies $\zeta$ above its own Fermi level, with $\zeta$ several times the thermal energy $kT$. An electron of speed $v$ there has energy $\zeta+mv^2/2$ relative to that Fermi level, and the occupation of its state is, to a good approximation,

$$f=e^{-\zeta/kT}\,e^{-mv^2/2kT}.$$

A volume $h^3$ of phase space holds two electron states, one for each spin. Since momentum is $m$ times velocity, the number of electrons per unit volume with velocities in $d^3v$ is $2(m/h)^3f\,d^3v$.

Choose $x$ along the normal, pointing towards the metal. The force in the depletion layer acts along $x$, so it is the normal part of the kinetic energy that must pay for the climb. The barrier top lies $\phi$ above the metal Fermi level and therefore $\phi-qV$ above the semiconductor Fermi level. The climb from the bulk band edge is $\phi-qV-\zeta$. The slowest electron that can cross has normal velocity $v_0$, given by

$$\frac{mv_0^2}{2}=\phi-\zeta-qV,$$

for voltages at which the right side is positive. Assume that every electron with $v_x>v_0$ crosses and that no slower one does. The number arriving per unit area and time is the density weighted by $v_x$, so the electrons leaving the semiconductor contribute

$$J_{\rm s}=2q\left(\frac mh\right)^3e^{-\zeta/kT}\int_{v_0}^{\infty}v_x e^{-mv_x^2/2kT}dv_x\int_{-\infty}^{\infty}e^{-mv_y^2/2kT}dv_y\int_{-\infty}^{\infty}e^{-mv_z^2/2kT}dv_z.$$

In the first integral the integrand is the derivative of $-(kT/m)e^{-mv_x^2/2kT}$, so its value is $(kT/m)e^{-mv_0^2/2kT}$. Each of the other two is a Gaussian integral equal to $(2\pi kT/m)^{1/2}$. Together,

$$J_{\rm s}=2q\frac{m^3}{h^3}\,\frac{kT}{m}\,\frac{2\pi kT}{m}\;e^{-\zeta/kT}e^{-(\phi-\zeta-qV)/kT}.$$

The two exponentials containing $\zeta$ cancel. Collecting the constants into the Richardson constant gives

$$J_{\rm s}=AT^2e^{-(\phi-qV)/kT},\qquad A=\frac{4\pi qmk^2}{h^3}.$$

The cancellation matters physically. Heavier doping supplies more electrons, which lowers $\zeta$, but it also lengthens the climb from the band edge to a barrier top that is fixed relative to the metal. The two effects compensate, and the doping drops out of the thermionic current, as long as $\phi$ itself does not change with doping.

Electrons also cross from the metal. At $V=0$ the two sides are in equilibrium and the net current is zero, so this opposite flux must equal $J_{\rm s}$ at zero bias, namely $AT^2e^{-\phi/kT}$. Under bias the barrier seen from the metal is still $\phi$, so the flux keeps that value. The net current density is the difference:

$$J=AT^2e^{-\phi/kT}\left(e^{qV/kT}-1\right).$$

In the derivative with respect to $V$ the constant $-1$ disappears, and the exponential brings down a factor $q/kT$:

$$\frac{dJ}{dV}=AT^2e^{-\phi/kT}\,\frac{q}{kT}\,e^{qV/kT}=\frac{qAT}{k}\,e^{-\phi/kT}e^{qV/kT}.$$

At $V=0$ the last exponential is one. Taking the reciprocal changes the sign of the exponent containing the barrier:

$$\boxed{\rho_c=\frac{k}{qAT}\,e^{\phi/kT}}$$

The units agree: $k/q$ is in volts per kelvin and $AT$ in amperes per square centimetre and kelvin, so the quotient is in Ω cm². The net current vanishes at zero bias, but its slope does not. The slope is the one-way flux $AT^2e^{-\phi/kT}$ divided by the thermal voltage $kT/q$. Two large opposing streams balance at $V=0$, and a small voltage changes one of them by the fraction $qV/kT$.

The contact at the beginning has $m$ equal to half the free-electron mass, which gives $A=60.09$ A/(cm² K²). At 300 K the thermal energy is 0.025852 eV, so the prefactor is

$$\frac{k}{qAT}=\frac{kT/q}{AT^2}=\frac{0.025852}{60.09\times300^2}=4.78\times10^{-9}\ \Omega\,{\rm cm^2}.$$

The exponent is $0.40/0.025852=15.47$ and its exponential is $5.24\times10^6$. Hence

$$\rho_c=4.78\times10^{-9}\times5.24\times10^6=0.0251\ \Omega\,{\rm cm^2},$$

or $2.51\times10^{-6}$ Ω m². Division by the area, $10^{-6}$ cm², gives the 25 kΩ. For barriers of 0.30, 0.50 and 0.60 eV the formula gives $5.24\times10^{-4}$, 1.20 and 57.4 Ω cm². A tenfold change needs a barrier change of $kT\ln10$, which is 59.5 meV at 300 K.

This sensitivity also affects the meaning of a barrier inferred from a resistance. Suppose that 1% of the area has a barrier of 0.30 eV and the rest 0.40 eV, and that the patches conduct independently. Their conductances add, so

$$\frac1{\rho_c}=\frac{0.01}{5.24\times10^{-4}}+\frac{0.99}{0.0251}\approx19.1+39.5=58.6\ \Omega^{-1}{\rm cm^{-2}}.$$

One hundredth of the area carries about a third of the current. A single $\phi$ in the formula therefore presumes a laterally uniform contact.

The barrier may also move with the applied voltage, because the field at the interface changes. Replace $\phi$ by $\phi(V)$ in both fluxes, since both streams pass over the same top. The product rule now gives

$$\frac{dJ}{dV}=AT^2e^{-\phi(V)/kT}\left[\frac{q}{kT}e^{qV/kT}-\frac{1}{kT}\frac{d\phi}{dV}\left(e^{qV/kT}-1\right)\right].$$

At $V=0$ the second term vanishes, provided $d\phi/dV$ is finite. The resistivity keeps its form, with $\phi(0)$ as the barrier. A barrier that rises linearly, $\phi(V)=\phi(0)+\beta qV$, makes this visible:

$$J=AT^2e^{-\phi(0)/kT}\,e^{(1-\beta)qV/kT}\left(1-e^{-qV/kT}\right).$$

At a forward bias of several $kT/q$, as long as electrons in the semiconductor still have a barrier to climb, the current grows as $e^{qV/nkT}$ with the ideality factor $n=1/(1-\beta)$. For a rise of 0.2 eV per volt, $n=1.25$, yet $\rho_c$ remains 0.0251 Ω cm². Writing the current as a constant times $e^{qV/nkT}-1$ would instead give a zero-bias resistivity $n$ times larger. That form does not describe this model, in which the ratio of the two fluxes is $e^{qV/kT}$ whatever the barrier does.

How small must the voltage be? For a fixed barrier, multiply $J$ by $\rho_c/V$ and write $x=qV/kT$. The barrier exponentials cancel, leaving

$$\frac{J\rho_c}{V}=\frac{e^x-1}{x}=1+\frac x2+\frac{x^2}{6}+\cdots$$

At 1 mV the ratio is 1.020, so the current is 2% above the linear law. At +10 mV it is 1.221 and at −10 mV it is 0.829. The difference between the two polarities comes from the odd powers, led by $x/2$. Averaging the ratio over both polarities removes them and leaves $(\sinh x)/x$, which is 1.025 at 10 mV. The voltage here is the drop across the contact itself, without any drop in the bulk semiconductor or the leads.

Temperature enters mainly through the exponential. With $\phi$ held at 0.40 eV, $\rho_c$ falls from 0.664 Ω cm² at 250 K to $3.93\times10^{-4}$ Ω cm² at 400 K, a factor of about 1700. The prefactor accounts for a factor of 1.6 of this. To extract the barrier, move the factor $T$ to the left side and take the logarithm:

$$\ln(\rho_cT)=\ln\frac{k}{qA}+\frac{\phi}{k}\,\frac1T.$$

Plotted against $1/T$, this is a straight line of slope $\phi/k$. If $\ln\rho_c$ is plotted instead, the extra term is $-\ln T=\ln(1/T)$, whose derivative with respect to $1/T$ is $T$. The slope becomes $(\phi+kT)/k$. Between 290 and 310 K the two plots give energies of 0.400 and 0.426 eV, so the second overstates the barrier by about $kT$. If the barrier itself changes as $\phi=\phi_0-aT$, with constant $a$, then $\phi/kT=\phi_0/kT-a/k$. The first plot then yields $\phi_0$, the barrier extrapolated linearly to zero temperature, and the factor $e^{-a/k}$ is absorbed into the apparent prefactor.

The formula used Boltzmann occupation, which fails when the barrier is not much larger than $kT$. Fermi–Dirac statistics can be included by counting electrons at the barrier top. Let $\varepsilon_x$ and $\varepsilon_\perp$ be their kinetic energies there, normal and parallel to the interface. Since $v_xdv_x=d\varepsilon_x/m$ and $dv_ydv_z$, integrated over angle, is $(2\pi/m)d\varepsilon_\perp$, the flux from the semiconductor is

$$J_{\rm s}=\frac{4\pi qm}{h^3}\int_0^\infty d\varepsilon_\perp\int_0^\infty d\varepsilon_x\,F,\qquad F=\frac{1}{e^{(\phi-qV+\varepsilon_x+\varepsilon_\perp)/kT}+1}.$$

The voltage and $\varepsilon_x$ enter $F$ through the same sum, so $\partial F/\partial V=-q\,\partial F/\partial\varepsilon_x$. The integral of $-\partial F/\partial\varepsilon_x$ from zero to infinity is the value of $F$ at $\varepsilon_x=0$. The flux from the metal does not depend on $V$, and therefore

$$\frac1{\rho_c}=\frac{4\pi q^2m}{h^3}\int_0^\infty\frac{d\varepsilon_\perp}{e^{(\phi+\varepsilon_\perp)/kT}+1}=\frac{qAT}{k}\ln\left(1+e^{-\phi/kT}\right).$$

The last step uses the antiderivative $-kT\ln[1+e^{-(\phi+\varepsilon_\perp)/kT}]$ and the relation $4\pi q^2m/h^3=qA/k^2$. For $\phi\gg kT$ the logarithm becomes $e^{-\phi/kT}$ and the simple result returns. At $\phi=5kT$ the Fermi–Dirac resistivity is 0.3% above the simple one, at $2kT$ it is 7% above, and at $kT$ it is 17% above. The simple formula errs on the low side because Boltzmann occupation overcounts the electrons. At $15.5\,kT$ this error is negligible. The barrier top cannot lie below the bulk band edge, so a barrier of one or two $kT$ needs $\zeta$ at most that large. For the mass used here this means a doping above about $10^{18}$ cm⁻³. Any depletion layer is then only a few nanometres thick, and tunnelling, treated next, can be the larger correction.

A more serious limit is tunnelling below the barrier top. Let $E$ be the normal energy above the bulk band edge and $P(E)$ the transmission probability. The preceding argument applies to each $E$, now with weight $P(E)$. A change of $P$ with voltage does not matter at $V=0$, because it multiplies the difference of two equal occupations. In the Boltzmann regime,

$$\frac1{\rho}=\frac{qAT}{k}\int_0^\infty P(E)\,e^{-(\zeta+E)/kT}\frac{dE}{kT}.$$

Let $E_b=\phi-\zeta$ be the climb at zero bias. With $P=1$ above $E_b$ and zero below, the integral is $e^{-\phi/kT}$, as before. Keeping the transmission below $E_b$ multiplies the thermionic conductance by

$$g=1+\int_0^{E_b}P(E)\,e^{(E_b-E)/kT}\frac{dE}{kT}.$$

Neglect the charge of the mobile electrons in the depletion layer. The shape of the barrier then follows from the uniform charge of $N$ ionized donors per unit volume. This is least accurate at low doping, where $E_b$ is only a few $kT$. Let $s$ be the distance from the interface into the semiconductor. In a material of permittivity $\epsilon$ the band edge then has curvature $q^2N/\epsilon$. Requiring it to join the flat bulk edge smoothly at $s=W$ gives

$$U(s)=E_b\left(1-\frac sW\right)^2,\qquad W=\sqrt{\frac{2\epsilon E_b}{q^2N}}.$$

The WKB approximation takes $P=\exp[-(2/\hbar)\int\sqrt{2m(U-E)}\,ds]$, integrated over the region where $U>E$.

A second limit lies in the depletion layer itself. Electrons must drift and diffuse through it to reach the barrier top, and few are present there. Near equilibrium, with local density $n$ and mobility $\mu$, the layer acts as a resistance in series:

$$\rho_d=\int_0^W\frac{ds}{q\mu n},\qquad n=Ne^{-U/kT}.$$

The example needs $\zeta$, which follows from $N=2(2\pi mkT/h^2)^{3/2}e^{-\zeta/kT}$. For $N=10^{16}$ cm⁻³, $\zeta=0.1755$ eV and $E_b=0.2245$ eV. With relative permittivity 10 and mobility 1000 cm²/(V s), both held fixed, Gauss–Legendre quadrature of these integrals gives:

| $N$ (cm⁻³) | $W$ (nm) | $g$ | $\rho_d/\rho_c$ |
|---|---|---|---|
| $10^{14}$ | 1080 | 1.04 | 2.3 |
| $10^{15}$ | 427 | 1.11 | 0.55 |
| $10^{16}$ | 158 | 1.3 | 0.14 |
| $10^{17}$ | 56 | 1.9 | 0.04 |
| $10^{18}$ | 19.5 | 6.0 | 0.01 |

The opposite trends have one origin. Near the interface the band edge falls with slope $2E_b/W$. At an energy $\delta$ below the top, a barrier of this slope gives the tunnelling exponent

$$\frac{2\sqrt{2m}}{\hbar}\int_0^{\delta W/2E_b}\sqrt{\delta-\frac{2E_bs}{W}}\,ds=\frac{2\sqrt{2m}}{3\hbar}\,\frac{W}{E_b}\,\delta^{3/2}.$$

In the series resistance, most of the integral comes from the distance over which $U$ falls by about $kT$, which is $WkT/2E_b$. The density at the top, $Ne^{-E_b/kT}$, does not depend on doping, because $N$ is proportional to $e^{-\zeta/kT}$ and $\zeta+E_b=\phi$ is fixed. At fixed mobility the series resistance is therefore roughly proportional to $W/E_b$, as is the tunnelling exponent at a given $\delta$. This ratio varies as $1/\sqrt{NE_b}$ and falls with doping. A steeper barrier is easier to tunnel through and adds less series resistance.

In these estimates, at $10^{16}$ cm⁻³ tunnelling raises the conductance by about 30%, while the depletion layer adds a resistance of about 14% of $\rho_c$. At each of the other dopings in the table one of the corrections is larger than 50%. The value 0.0251 Ω cm² is thus a precise evaluation of an idealized formula, not an equally precise prediction for a real contact. The corrections are themselves estimates. They leave out the rounding of the barrier top by the image force, which, for the same top height, makes the barrier wider just below the top and tunnelling weaker. The image force also lowers the top, by about $[q^2(2E_b/W)/4\pi\epsilon]^{1/2}$. This is about 20 meV at $10^{16}$ cm⁻³ and about 70 meV at $10^{18}$ cm⁻³, worth a factor of about 2 and of more than 10 in the thermionic conductance. In a real contact $\phi$ therefore depends on doping, whereas the table holds it fixed. The corrections also set transmission to one above the barrier, whereas an electron wave is partly reflected at an abrupt interface. Depending on the metal, this reflection can lower the conductance by a factor of two or more. The series resistance also assumes many collisions within the distance $WkT/2E_b$. At $10^{16}$ cm⁻³ this distance is about 9 nm, less than the mean free path of about 40 nm implied by the mobility and the mass, so the 14% is only a rough figure. At $10^{18}$ cm⁻³ the estimated gain is so large that tunnelling can no longer be treated as a small correction. Doping, which cancelled from the thermionic result at fixed $\phi$, then lowers the resistance by making the barrier thin and, through the image force, by lowering its top.

All numerical values are calculated from the stated model.
